# Fermi-surface area of aluminium from its resistivity–mean-free-path product

## Problem

For metals used as narrow conductors, the product of the bulk resistivity $\rho_0$ and the electron mean free path $\lambda$ can serve as a figure of merit. For aluminium a published value is

$$\rho_0\lambda = 5.01\times10^{-16}\ \Omega\,\mathrm{m^2}.$$

Aluminium is face-centred cubic, with lattice constant $a\approx0.405$ nm at room temperature (a rough value) and three valence electrons per atom.

1. What total Fermi-surface area $S$ does this product imply, and what fraction is it of the area $S_0$ of the free-electron sphere that holds three electrons per atom?
2. The Fermi surface must enclose the same number of electrons as the sphere, and a sphere has the least area of all closed surfaces of given volume. How can $S$ differ from $S_0$ in the direction found?

Lengths are in nm and energies in eV. The electron charge is $-e$, $m$ is the free-electron mass, and each band state holds two spins. The area $S$ counts every sheet once per reciprocal-lattice cell, with no factor for spin.

## First estimate by scaling

The ratio $\hbar/e^2$ is a resistance, and $S$ is an inverse length squared. If the Fermi surface enters through its area alone, then

$$\rho_0\lambda = C\,\frac{\hbar}{e^2S},$$

with $C$ a pure number. To estimate $C$, treat a slab of thickness $\lambda$ as ballistic. Each transverse channel conducts $2e^2/h=e^2/(\pi\hbar)$, both spins included. The number of channels per unit cross-section is the projected area of the Fermi surface divided by $(2\pi)^2$. For a sphere the projection is $\pi k_F^2=S/4$, so the conductance per unit cross-section is

$$\frac{e^2}{\pi\hbar}\,\frac{S/4}{4\pi^2}=\frac{e^2S}{16\pi^3\hbar}.$$

An ohmic slab of thickness $\lambda$ has conductance $\sigma/\lambda=1/(\rho_0\lambda)$ per unit cross-section. Equating the two gives $C\approx16\pi^3$. The scaling $S\propto1/(\rho_0\lambda)$ should be right, but the prefactor is uncertain by a number of order one, because a slab one mean free path thick is neither ballistic nor ohmic.

## Solution

### From conductivity to area

Take the Boltzmann equation in the relaxation-time approximation. Write the occupation as $f=f_0+\delta f$, with $f_0$ the equilibrium function. In a steady, uniform field $\mathcal E$ along $x$, and to first order in the field,

$$-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}.$$

Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial E$, this gives

$$\delta f=e\mathcal E\,\tau v_x\frac{\partial f_0}{\partial E}.$$

The current density is

$$j_x=-\frac{2e}{(2\pi)^3}\int d^3k\,v_x\,\delta f
=\frac{2e^2\mathcal E}{(2\pi)^3}\int d^3k\,v_x^2\tau\left(-\frac{\partial f_0}{\partial E}\right).$$

At temperatures far below the Fermi temperature the last factor is $\delta(E-E_F)$. Split the volume element into a surface element and a normal step, $d^3k=dS\,dk_\perp$, with $dE=\hbar|\mathbf v|\,dk_\perp$. Then

$$\sigma=\frac{e^2}{4\pi^3\hbar}\oint dS\,\frac{v_x^2\tau}{|\mathbf v|}.$$

Now assume that the mean free path $\lambda=|\mathbf v|\tau$ is the same at every point of the surface. The integrand becomes $\lambda v_x^2/v^2$. In a cubic crystal the integrals of $v_x^2/v^2$, $v_y^2/v^2$ and $v_z^2/v^2$ are equal, and they add up to $S$, so each is $S/3$. Therefore

$$\sigma=\frac{e^2\lambda S}{12\pi^3\hbar},\qquad
\boxed{\;S=\frac{12\pi^3\hbar}{e^2\,\rho_0\lambda}\;}$$

The speed has cancelled. Band masses do not appear, and the surface need not be spherical.

### The numbers for aluminium

With $\hbar/e^2=4108.24\ \Omega$, the numerator is $12\pi^3\hbar/e^2=1.5286\times10^6\ \Omega$, and

$$S=\frac{1.5286\times10^{6}\ \Omega}{5.01\times10^{-16}\ \Omega\,\mathrm{m^2}}
=3.051\times10^{21}\ \mathrm{m^{-2}}=3051\ \mathrm{nm^{-2}},$$

or 8.54 in atomic units (bohr$^{-2}$).

The cubic cell holds four atoms and so twelve electrons. The sphere follows from

$$n=\frac{12}{a^3}=180.6\ \mathrm{nm^{-3}},\qquad
k_F=(3\pi^2n)^{1/3}=17.49\ \mathrm{nm^{-1}},$$

$$S_0=4\pi k_F^2=3843\ \mathrm{nm^{-2}}.$$

The ratio is

$$\frac{S}{S_0}=\frac{3051}{3843}=0.794 .$$

The implied area is about 79 percent of the free-electron sphere.

The same ratio can be read from resistivities. For free electrons $\sigma=ne^2\tau/m$ and $\lambda=\hbar k_F\tau/m$, so

$$(\rho_0\lambda)_{\rm free}=\frac{\hbar k_F}{ne^2}=3.977\times10^{-16}\ \Omega\,\mathrm{m^2}.$$

Inserting $n=k_F^3/3\pi^2$ turns this into $3\pi^2\hbar/(e^2k_F^2)=12\pi^3\hbar/(e^2S_0)$, which is the boxed relation for a sphere. Hence $S/S_0=3.977/5.01=0.794$.

It would be wrong to read the result as a smaller sphere. That sphere would hold $3\times0.794^{3/2}=2.12$ electrons per atom, whereas the crystal still has three.

### Where the area goes

The lattice potential opens gaps on Bragg planes. Consider one reciprocal-lattice vector of length $G$ along $z$, with Fourier coefficient $U$ of the potential. Measure energies in units of $\hbar^2/2m$, so that $U$ becomes $u=2m|U|/\hbar^2$ and the Fermi energy becomes $k_F^2$. Let $\kappa$ be the wave number parallel to the plane and $q=k_z-G/2$ the distance from it. The plane waves with $k_z=q+G/2$ and $k_z=q-G/2$ are mixed by the matrix

$$\begin{pmatrix}\kappa^2+(q+G/2)^2&u\\u&\kappa^2+(q-G/2)^2\end{pmatrix}.$$

The mean of the diagonal elements is $\kappa^2+q^2+G^2/4$ and half their difference is $Gq$. The eigenvalues are therefore

$$\kappa^2+q^2+\frac{G^2}{4}\pm W,\qquad W=\sqrt{G^2q^2+u^2}.$$

In the extended zone the upper band lies at $q>0$ and the lower band at $q<0$. Setting the energy equal to $k_F^2$ gives a surface of revolution,

$$\kappa^2=k_F^2-\frac{G^2}{4}-q^2\mp W .$$

Its area element is $2\pi\kappa\sqrt{1+\kappa'^2}\,dq=2\pi\sqrt{\kappa^2+(\kappa\kappa')^2}\,dq$, where the prime means $d/dq$. Because $W'=G^2q/W$,

$$\kappa\kappa'=-q\mp\frac{G^2q}{2W},\qquad
(\kappa\kappa')^2=q^2\pm\frac{G^2q^2}{W}+\frac{G^4q^2}{4W^2}.$$

Add $\kappa^2$. The terms in $q^2$ cancel. The terms with alternating sign combine to $\mp(W^2-G^2q^2)/W=\mp u^2/W$. The remaining ones give $-(G^2/4)(1-G^2q^2/W^2)=-G^2u^2/4W^2$. Thus

$$dA=2\pi\,dq\,\sqrt{k_F^2\mp\frac{u^2}{W}-\frac{G^2u^2}{4W^2}} .$$

With $u=0$ this is the familiar $2\pi k_F\,dq$ of a sphere. The $\mp$ term equals $u$ at the plane and falls off as $u^2/G|q|$, so on each side it changes the area only at order $u^2\ln(1/u)$; it also has opposite signs on the two sides. It drops out at first order in $u$. The last term lowers the area on both sides. It reaches $G^2/4$ at the plane and matters only in a strip whose width is of order $u/G$, where the velocity turns parallel to the plane.

Substitute $q=ux/G$ and define $g=G/2k_F$. The last term becomes $k_F^2g^2/(1+x^2)$. The integrand of the loss falls off as $1/x^2$, so the limits may be moved to infinity at first order in $u$:

$$\Delta S=2\pi k_F\frac{u}{G}\,I(g),\qquad
I(g)=\int_{-\infty}^{\infty}\!dx\left[1-\sqrt{1-\frac{g^2}{1+x^2}}\right].$$

Dividing by $4\pi k_F^2$ and using $G=2gk_F$,

$$\frac{\Delta S}{S_0}=\frac{u}{k_F^2}\,\frac{I(g)}{4g}.$$

The Fermi energy was held fixed. This is allowed at first order: the cross-sections $\pi\kappa^2$ at $+q$ and $-q$ have the same sum as for free electrons, because $\mp W$ cancels between them, and far from the plane $W$ differs from $G|q|$ only at second order in $u$.

Two limits show the behaviour. For $g\ll1$, expanding the root gives $I\to\pi g^2/2$ and a loss of $(\pi g/8)\,u/k_F^2$. For $g\to1$,

$$I(1)=2\int_0^\infty\!dx\left[1-\frac{x}{\sqrt{1+x^2}}\right]=2\Big[x-\sqrt{1+x^2}\Big]_0^\infty=2,$$

and the loss tends to $u/2k_F^2$. The first-order law itself requires $u\ll k_F^2-G^2/4$, however, so it fails when the plane nearly touches the sphere.

For aluminium the sphere cuts eight $\{111\}$ and six $\{200\}$ planes. Take rough pseudopotential coefficients of 0.24 eV and 0.76 eV, and $E_F=\hbar^2k_F^2/2m=11.65$ eV. The integral $I$ is evaluated by numerical quadrature.

| Planes | $g$ | $u/k_F^2$ | $I(g)$ | Total loss |
|---|---|---|---|---|
| eight $\{111\}$ | 0.768 | 0.0206 | 1.018 | 0.055 |
| six $\{200\}$ | 0.887 | 0.0652 | 1.425 | 0.157 |

For the second row, for example, $6\times0.0652\times1.425/(4\times0.887)=0.157$. The model area is $1-0.055-0.157=0.788$ of the sphere.

The planes intersect, and for $\{200\}$ the ratio of $u$ to $k_F^2-G^2/4$ is $0.0652/(1-0.887^2)=0.31$, which is not very small. The same potential was therefore also treated by diagonalizing a Hamiltonian of 15 plane waves on a grid over the whole Brillouin zone. The Fermi level was fixed by three electrons per atom, and the area was computed as $\int d^3k\,|\nabla_kE|\,\delta(E-E_F)$ with a Gaussian of width 0.15 eV for the delta function. This gives 0.80, with both coefficients taken positive. Doubling the number of plane waves or narrowing the Gaussian to about 0.05 eV moves the value by less than 0.005. The sign of the $\{111\}$ coefficient only shifts the origin and does not matter, while reversing the sign of the $\{200\}$ coefficient gives 0.79.

The gaps thus account for a deficit of the right size. The closeness to 0.794 should not be pressed: a 10 percent change of both coefficients moves the first-order ratio by 0.02. The model also leaves out the nonlocal part of the pseudopotential and all other Fourier coefficients.

### Why the sphere theorem is not violated

At $q=0$ the two branches have $\kappa^2=k_F^2-G^2/4\mp u$. Between these radii lies a flat ring of area $2\pi u$ on the Bragg plane. In the extended zone the ring separates occupied states of the lower band from empty states of the upper band. It bounds the occupied region, but the energy jumps across it, so it is not Fermi surface and has no place in the conductivity integral.

Relative to $S_0$ each ring has area $u/2k_F^2$. All fourteen together give

$$\tfrac12(8\times0.0206+6\times0.0652)=0.278 .$$

With the planes treated as independent, the closed boundary of the occupied region has area $0.788+0.278\approx1.07$ in units of $S_0$. In aluminium the rings cross other Bragg planes near the zone corners and are distorted there; the many-wave bands give flat pieces of about 0.29 and a closed boundary of about 1.09. Either way it exceeds the sphere, as it must. The Fermi surface can be smaller because it is only part of that boundary.

## Comparison of the two

The scaling estimate has $16\pi^3$ where the solution has $12\pi^3$. It would give $S\approx\tfrac43\times3051=4068\ \mathrm{nm^{-2}}$, or 1.06 times the sphere. It finds the right magnitude but misses the deficit, and even its sign.

The factor $4/3$ comes from an angular average. The ballistic slab weights each surface element by $|\cos\theta|$ and counts forward-moving electrons alone, which gives $S/4$ for a sphere. Diffusive conduction weights by $\cos^2\theta$ over the whole surface, which gives $S/3$. If scaling is used just to compare two products, the prefactor drops out and $3.977/5.01=0.794$ follows at once.

What remains uncertain is the meaning of $\lambda$. Suppose that $\tau$, rather than $\lambda$, is uniform. The conductivity integral then gives $\sigma=e^2\tau S\langle v\rangle/(12\pi^3\hbar)$, with $\langle\ \rangle$ an average over surface area. If $\lambda$ is defined as $\tau\langle v\rangle$, nothing changes. If the speed is averaged over states at the Fermi level, each element has weight $dS/|\mathbf v|$, the mean speed is $1/\langle1/v\rangle$, and the boxed formula returns $S$ times $\langle v\rangle\langle1/v\rangle$. The 15-wave model gives 1.05 for this factor, and the area ratio would fall to 0.75.

Three further corrections are smaller. Since $S_0\propto a^{-2}$, taking $a=0.403$ nm changes the ratio to 0.786. Rounding of the given product contributes 0.1 percent. The thermal smearing of the Fermi step is slight: at 300 K, $k_BT$ is 0.002 of $E_F$ and about 0.1 of the smaller coefficient, 0.24 eV, which sets the energy scale on which the area varies, and the band-model area changes by less than 0.005 between smearing widths of 0.15 and 0.05 eV.

For a real conductor, a rough room-temperature resistivity of $2.7\times10^{-8}\ \Omega\,\mathrm m$ gives $\lambda\approx19$ nm, comparable to the width of narrow lines. Suppose that surfaces add scattering at a rate $1/\lambda\to1/\lambda+c/d$, with $d$ the width and $c$ a constant. Then $\rho=\rho_0+c\,\rho_0\lambda/d$. At fixed $c$ and $d$, the free-electron product would underestimate the added term by 21 percent. The value of $c$ depends on how the surface scatters, but also on the shape of the Fermi surface and the orientation of the crystal, so the error for a given line can differ from this figure. In a real line, scattering at the surfaces makes the mean free path depend on position and direction; this estimate puts all of that into $c$. If the published product was itself computed from a band structure with a uniform $\lambda$, the inversion recovers the area of that calculation and is not a separate measurement of the Fermi surface.
